# Gauge freedom, canonical forms and Schmidt coefficients of matrix product states

Place one spinless electron on four sites with unnormalised amplitudes $a=(1,2,2,4)$. The squared norm is $1+4+4+16=25$, so site 3 is occupied with probability $4/25=0.16$. The same state is a product of $2\times2$ matrices, one per site, with

$$K_j^0=\begin{pmatrix}1&0\\0&1\end{pmatrix},\qquad K_j^1=a_j\begin{pmatrix}0&1\\0&0\end{pmatrix},$$

where the superscript is the occupation, the first site keeps only the first row and the last site only the second column. The product of the matrices is then $a_j$ if the electron is on site $j$ alone, and zero for any other number of electrons. It is tempting to read the occupation of site 3 from its own tensor, as the squared weight of $K_3^1$ divided by the total squared weight. That gives $4/(2+4)=0.667$, which is wrong. The tensor does not carry the norms and overlaps of the states its bonds stand for. Those can be changed without changing the physical state, and a suitable choice makes the local reading correct.

Consider an open chain of $N$ sites with $d$ states each, and

$$|\psi\rangle=\sum_{s_1\ldots s_N}K_1^{s_1}K_2^{s_2}\cdots K_N^{s_N}\,|s_1\ldots s_N\rangle\neq0 .$$

Here $K_j^s$ is a $D_{j-1}\times D_j$ matrix and $D_0=D_N=1$, so each product is a number. Cut the chain at bond $j$, between sites $j$ and $j+1$. Let $\sigma=(s_1\ldots s_j)$ and $\tau=(s_{j+1}\ldots s_N)$, and define

$$(L_j)_{\sigma b}=(K_1^{s_1}\cdots K_j^{s_j})_{1b},\qquad (R_j)_{b\tau}=(K_{j+1}^{s_{j+1}}\cdots K_N^{s_N})_{b1},$$

with $L_0=R_N=1$. The amplitudes, arranged as a matrix with rows $\sigma$ and columns $\tau$, are $\Psi_j=L_jR_j$. The columns of $L_j$ are states of the left part, and the rows of $R_j$ are states of the right part.

Now take invertible matrices $X_j$ on the bonds, with $X_0=X_N=1$, and replace

$$K_j^s\;\to\;K_j'^s=X_{j-1}^{-1}K_j^sX_j .$$

In the product each $X_j$ meets $X_j^{-1}$ from the next site, so every amplitude is unchanged. The blocks become $L_j'=L_jX_j$ and $R_j'=X_j^{-1}R_j$. This is the gauge freedom: a change of the generally non-orthogonal basis carried by each bond.

It is the whole freedom when the bonds are minimal, meaning that $D_j$ equals the rank of $\Psi_j$. Suppose two such representations, $K$ and $K'$, give the same state. A product cannot have a higher rank than its factors, so $L_j,L_j'$ have full column rank and $R_j,R_j'$ full row rank. Hence there are one-sided inverses

$$L_j^+=(L_j^\dagger L_j)^{-1}L_j^\dagger,\qquad R_j'^+=R_j'^\dagger(R_j'R_j'^\dagger)^{-1},$$

with $L_j^+L_j=1$ and $R_j'R_j'^+=1$. Multiplying $L_jR_j=L_j'R_j'$ from the right by $R_j'^+$ gives

$$L_j'=L_jX_j,\qquad X_j=R_jR_j'^+=L_j^+L_j' .$$

The last form follows on multiplying by $L_j^+$, and it shows that $X_j$ is unique. It is invertible, since otherwise $L_j'$ would lose rank. At the ends it equals 1. For a fixed state $s$ of site $j$, the rows of $L_j'=L_jX_j$ read

$$L_{j-1}X_{j-1}K_j'^s=L_{j-1}K_j^sX_j .$$

Multiplying by $L_{j-1}^+$ and then by $X_{j-1}^{-1}$ gives the gauge relation.

Without minimality the converse can fail. For two sites take $K_1^s=(u_s,\,0)$ and $K_2^s=(v_s,\,w_s)^T$. The amplitudes are $u_sv_{s'}$ whatever $w$ is. The matrix with rows $v$ and $w$ has rank 1 for $w=0$ and rank 2 for $w$ not parallel to $v$. An invertible $X_1$ cannot change that rank, so no gauge connects the two representations.

The freedom can be used to make the block states orthonormal. Call tensors $A_j$ left-canonical and tensors $B_j$ right-canonical if

$$\sum_sA_j^{s\dagger}A_j^s=1,\qquad \sum_sB_j^sB_j^{s\dagger}=1 .$$

Let $\mathcal L_j$ be the left block built from $A_1\ldots A_j$, and $\mathcal R_j$ the right block built from $B_{j+1}\ldots B_N$. If $\mathcal L_{j-1}^\dagger\mathcal L_{j-1}=1$, which holds for $\mathcal L_0=1$, then

$$\mathcal L_j^\dagger\mathcal L_j=\sum_sA_j^{s\dagger}\,\mathcal L_{j-1}^\dagger\mathcal L_{j-1}\,A_j^s=\sum_sA_j^{s\dagger}A_j^s=1 .$$

By induction all left blocks have orthonormal columns. In the same way, starting from $\mathcal R_N=1$,

$$\mathcal R_{j-1}\mathcal R_{j-1}^\dagger=\sum_sB_j^s\,\mathcal R_j\mathcal R_j^\dagger\,B_j^{s\dagger}=1 .$$

Such tensors exist for every nonzero state, by a sweep of QR factorisations. Start at site 1 and stack the matrices $K_1^s$ into one matrix $W$ with row index $(a,s)$ and column index $b$. Factorise $W=QT$ with $Q^\dagger Q=1$ and $T$ upper triangular or trapezoidal. Cut back into matrices, $Q$ is $A_1^s$, and $Q^\dagger Q=1$ is the left condition. Absorb $T$ into the next site, $K_2^s\to TK_2^s$, and repeat. No amplitude changes, since a factor has merely been moved across a bond. After the last site a single number remains. Its modulus is the norm of the state, because $\mathcal L_N$ is a unit vector, and its phase is the remaining phase. The matrix $T$ need not be invertible or square, so the sweep also works for bonds that are not minimal.

The mirror sweep runs from right to left. There $W$ has row index $a$ and column index $(s,b)$. From $W^\dagger=QT$ follows $W=T^\dagger Q^\dagger$, so $Q^\dagger$ supplies $B_j^s$ and $T^\dagger$ moves to the left.

For the mixed form, first make all tensors right-canonical and divide the remaining number by its modulus, which normalises the state and leaves a phase $C_0$. Then sweep to the right. At site $j$ form the centre tensor and factorise it:

$$M_j^s=C_{j-1}B_j^s=A_j^sC_j .$$

The second equality is one QR step, with $C_j$ as its triangular factor. It moves the centre across the site. At every bond the state is now

$$\Psi_j=\mathcal L_j\,C_j\,\mathcal R_j,\qquad \mathcal L_j^\dagger\mathcal L_j=1,\quad \mathcal R_j\mathcal R_j^\dagger=1 .$$

Take the singular value decomposition $C_j=USV^\dagger$, with $S$ diagonal and non-negative. Then

$$\Psi_j=(\mathcal L_jU)\,S\,(V^\dagger\mathcal R_j).$$

The columns of $\mathcal L_jU$ are orthonormal, since $U^\dagger\mathcal L_j^\dagger\mathcal L_jU=U^\dagger U=1$. The rows of $V^\dagger\mathcal R_j$ are orthonormal, since $V^\dagger\mathcal R_j\mathcal R_j^\dagger V=V^\dagger V=1$. Written in states, this is the Schmidt decomposition

$$|\psi\rangle=\sum_\alpha S_\alpha\,|l_\alpha\rangle|r_\alpha\rangle .$$

The singular values of the bond matrix are therefore the Schmidt coefficients. In general they are not its entries; they appear on its diagonal once it has been brought to diagonal, non-negative form. The reduced density matrix of the left part is $\Psi_j\Psi_j^\dagger=(\mathcal L_jU)S^2(\mathcal L_jU)^\dagger$. Its nonzero eigenvalues are the nonzero $S_\alpha^2$, whose sum is 1, and the entanglement entropy is $-\sum_\alpha S_\alpha^2\ln S_\alpha^2$.

Some gauge freedom remains. If two minimal left-canonical forms describe the same state, then $\mathcal L_j'=\mathcal L_jX_j$, and

$$1=\mathcal L_j'^\dagger\mathcal L_j'=X_j^\dagger\mathcal L_j^\dagger\mathcal L_jX_j=X_j^\dagger X_j ,$$

so $X_j$ is unitary. In the mixed form the two sides of a bond may be rotated by separate unitaries, $\mathcal L_j\to\mathcal L_jX$ and $\mathcal R_j\to Y^\dagger\mathcal R_j$, with $C_j\to X^\dagger C_jY$. The singular values do not change.

A chain that is left-canonical throughout also contains the Schmidt coefficients, though less directly. Up to a phase its right block is $C_j\mathcal R_j$, which is not orthonormal in general. Its Gram matrix is $C_j\mathcal R_j\mathcal R_j^\dagger C_j^\dagger=C_jC_j^\dagger$, with eigenvalues $S_\alpha^2$.

Now let $O=\sum_{st}O_{st}|s\rangle\langle t|$ act on site $j$. For arbitrary tensors the amplitude is $\sum_{ab}(L_{j-1})_{\sigma a}(K_j^s)_{ab}(R_j)_{b\tau}$, with $\sigma$ now denoting the sites left of $j$ and $\tau$ those right of it. Summing over $\sigma$ and $\tau$ in $\langle\psi|O|\psi\rangle$ leaves

$$\langle\psi|O|\psi\rangle=\sum_{st}O_{st}\,\mathrm{tr}\!\left(K_j^{s\dagger}\,G\,K_j^t\,E\right),\qquad G=L_{j-1}^\dagger L_{j-1},\quad E=R_jR_j^\dagger .$$

The rest of the chain enters through the two Gram matrices $G$ and $E$. With the centre on site $j$ both are unit matrices, and for the normalised state

$$\langle O\rangle=\sum_{st}O_{st}\,\mathrm{tr}\!\left(M_j^{s\dagger}M_j^t\right).$$

This one-tensor formula requires the centre on the site where the operator acts; with the centre elsewhere, the tensors from that site to the centre enter as well. An operator spanning sites $j$ to $k$ is treated in the same way with $M_j^{s_j}B_{j+1}^{s_{j+1}}\cdots B_k^{s_k}$ in place of $M_j^s$. The tensors between the two end sites are in general needed even if the operator is a product acting on the ends alone.

For the single electron all of this can be done by hand. Let $c=a/5=(0.2,0.4,0.4,0.8)$, let $P_j=\sum_{i\le j}c_i^2$ be the probability of finding the electron on sites 1 to $j$, and let $Q_j=1-P_j$. With $c_j$ in place of $a_j$ in the tensors, the first column of $L_j$ is the empty left part. The second column has the electron on the left and norm $\sqrt{P_j}$. The gauge $X_j=\mathrm{diag}(1,1/\sqrt{P_j})$ makes them orthonormal and gives

$$A_j^0=\begin{pmatrix}1&0\\0&\sqrt{P_{j-1}/P_j}\end{pmatrix},\qquad A_j^1=\frac{c_j}{\sqrt{P_j}}\begin{pmatrix}0&1\\0&0\end{pmatrix}.$$

The first row of $R_j$ has the electron on the right and norm $\sqrt{Q_j}$, and the second is the empty right part. The gauge $Y_j=\mathrm{diag}(\sqrt{Q_j},1)$ gives

$$B_j^0=\begin{pmatrix}\sqrt{Q_j/Q_{j-1}}&0\\0&1\end{pmatrix},\qquad B_j^1=\frac{c_j}{\sqrt{Q_{j-1}}}\begin{pmatrix}0&1\\0&0\end{pmatrix}.$$

As before, the end sites keep one row or one column. Since $L_j=\mathcal L_jX_j^{-1}$ and $R_j=Y_j\mathcal R_j$, the bond matrix is

$$C_j=X_j^{-1}Y_j=\mathrm{diag}\!\left(\sqrt{Q_j},\sqrt{P_j}\right).$$

The two Schmidt terms are "electron on the right" and "electron on the left". If one probability vanishes, a single term remains and the cut carries no entanglement. If $c_1=0$, then $P_1=0$ and the gauge $X_1$ does not exist, because that bond is not minimal. The QR sweep still works.

At bond 2, $P_2=0.04+0.16=0.20$, and the coefficients are $\sqrt{0.80}=0.8944$ and $\sqrt{0.20}=0.4472$. With $Q_3=0.64$, the tensor $B_3$ has the empty diagonal $(0.8944,\,1)$ and the filled entry $0.4/0.8944=0.4472$. Multiplying by $C_2$ gives

$$M_3^0=\begin{pmatrix}0.8&0\\0&0.4472\end{pmatrix},\qquad M_3^1=\begin{pmatrix}0&0.4\\0&0\end{pmatrix}.$$

The squared weights are $0.64+0.20+0.16=1$, and the occupation is $0.4^2=0.16$, as it should be.

The Gram matrices also account for the wrong readings. For the raw tensors at site 3, $G=\mathrm{diag}(1,5)$ and $E=\mathrm{diag}(16,1)$. The filled weight is $4\cdot1\cdot1=4$, the empty weight is $1\cdot16+5\cdot1=21$, and $4/25=0.16$. Leaving out $G$ and $E$ gave 0.667. The left-canonical $A_3$ has the filled entry $0.4/0.6=0.6667$, and read alone it gives $0.4444/2=0.222$. Here $G=1$, but $E=C_3C_3^\dagger=\mathrm{diag}(0.64,0.36)$, and $0.4444\times0.36=0.16$ restores the result.

A correlated case is the open Hubbard chain of six sites,

$$H=-t\sum_{j,\sigma}\left(c_{j\sigma}^\dagger c_{j+1,\sigma}+\text{h.c.}\right)+U\sum_jn_{j\uparrow}n_{j\downarrow}+\sum_j\varepsilon_jn_j ,$$

where $\sigma$ is now the spin. The parameters are $t=1$, $U=4$, $\varepsilon_2=-1$ and the other $\varepsilon_j=0$, with three electrons of each spin and energies in units of $t$. Each site has $d=4$ states. Fermion signs are carried by the Jordan–Wigner form $c_{j\sigma}=\Pi_1\cdots\Pi_{j-1}\,a_{j\sigma}$, where $\Pi$ is the parity of the electron number on a site and $a_{j\sigma}$ acts on site $j$ alone, with $a_{j\uparrow}$ and $a_{j\downarrow}$ chosen as $4\times4$ matrices that obey the fermion anticommutation relations among themselves. In $c_{j\sigma}^\dagger c_{j+1,\sigma}$ the parities left of site $j$ square to one, leaving

$$c_{j\sigma}^\dagger c_{j+1,\sigma}=(a_{j\sigma}^\dagger\Pi_j)\,a_{j+1,\sigma}.$$

This acts on two sites only, so its expectation value needs $M_jB_{j+1}$. Hopping over a longer distance would leave a parity on every site between, and would need their tensors too.

The ground state was found by diagonalising $H$ in the 400-state sector, written as a matrix product, scrambled by random gauges and made canonical again. Moving the centre once along the chain gives a hopping energy of $-5.2709$. The double occupancies sum to 0.5550 and $\langle n_2\rangle=1.0815$, so the on-site energy is $4\times0.5550-1.0815\approx1.138$. The total, $-4.13250487$, agrees with the lowest eigenvalue to these eight decimals.

The bond dimensions are 4, 16, 64, 16, 4, the largest that six four-state sites allow, so the full representation saves no storage here. The coefficients are very unequal, however. At the middle bond the largest are 0.6522 (twice), 0.2795 and 0.2600, and the squares of the first eight sum to 0.9986. Because the Schmidt states are orthonormal, dropping the other 56 terms at this one bond changes the normalised state by a vector of squared norm $1-0.9986=0.0014$. Orthonormal blocks on both sides guarantee this meaning; between blocks that are not orthonormal, the squared singular values of the bond matrix need not give the norm of the dropped part. The seventh, eighth and ninth coefficients are equal, 0.0195. They belong to a spin triplet of four electrons on the left three sites, and the tenth is 0.0134. A cut after eight terms therefore splits a group of equal coefficients.

The entropies at bonds 1 to 5 are 1.115, 0.698, 1.137, 0.678 and 1.106. They alternate, which may reflect a tendency of the open chain to form strong bonds on alternate links; that reading is a conjecture, not tested here. The numerical check compares the Schmidt coefficients, entropies and local expectation values with those of the full state vector.

## Values computed for the example and the checks

```
RANDOM CHAIN (5 sites, 3 states per site)
relative state change under gauge: 5e-16
largest error of recovered gauge relation: 2e-13
largest deviation from unitarity: 2e-15
padded product state, ranks of last tensor: 1 2
ONE ELECTRON ON FOUR SITES (dimensionless)
unnormalised amplitudes: 1.0 2.0 2.0 4.0
norm from the sweep: 5.0000
P_1..P_3: 0.0400 0.2000 0.3600
Schmidt coefficients, bond 1: 0.9798 0.2000
Schmidt coefficients, bond 2: 0.8944 0.4472
Schmidt coefficients, bond 3: 0.8000 0.6000
left A_3: empty diagonal 1.0000 0.7454, filled (1,2) 0.6667
right B_3: empty diagonal 0.8944 1.0000, filled (1,2) 0.4472
centre M_3: empty diagonal 0.8000 0.4472, filled (1,2) 0.4000
occupations from centre tensors: 0.0400 0.1600 0.1600 0.6400
site 3 wrongly from raw tensor: 0.6667
site 3 wrongly from left tensor: 0.2222
HUBBARD CHAIN (energies in units of t)
sites 6, t = 1.0, U = 4.0, electrons per spin 3
site energies: 0.0 -1.0 0.0 0.0 0.0 0.0
states in the sector: 400
bond dimensions: 4 16 64 16 4
ground energy, diagonalization: -4.13250487
ground energy, centre sweep: -4.13250487
hopping part: -5.270940
on-site part: 1.138435
gap to next state in sector: 0.3989
occupations: 0.9477 1.0815 0.9821 0.9924 0.9979 0.9983
double occupancies: 0.0514 0.1481 0.0914 0.0949 0.0978 0.0713
middle bond, 8 largest Schmidt coefficients:
0.6522 0.6522 0.2795 0.2600 0.0274 0.0274 0.0195 0.0195
sum of their squares: 0.998633
sum of all squares: 1.000000
entropies, bonds 1-5 (nats): 1.1154 0.6983 1.1374 0.6784 1.1059
```
